# Why jellium at aluminium's density has a negative surface energy

Jellium with the valence-electron density of aluminium has a surface energy of $-0.607\ \mathrm{J/m^2}$. Cutting it in two releases energy, and cutting the pieces again releases more, as long as they stay thick enough for their faces to be independent. A cohesive metal cannot behave like this. Pressure in the bulk suggests itself as the cause, but jellium at density radius $r_s=3$ bohr is also under positive pressure, and its surface energy is $+0.224\ \mathrm{J/m^2}$. An explanation by pressure has to account for both numbers.

## The counter-example: aluminium's density

In jellium the ions are replaced by a rigid, uniform positive background of density $\bar n$ that ends abruptly at the surface. The electrons are free to spill over the edge. Hartree atomic units are used in the formulas. The density radius is defined by $\bar n=3/(4\pi r_s^3)$, and $r_s=2.07$ bohr represents aluminium with $z=3$ valence electrons per atom, so that $\bar n=0.02692\ \mathrm{bohr^{-3}}$.

Let $e(\bar n)$ be the energy per electron of the uniform bulk. A slab of thickness $L$ and area $A$ contains $\bar nLA$ electrons and has two faces, so the surface energy per area of one face is

$$
\sigma_J=\frac12\left[\frac{E(L)}{A}-\bar nL\,e(\bar n)\right].
$$

The slab energies come from self-consistent Kohn-Sham calculations in the local-density approximation (LDA) with Perdew-Wang correlation. They are averaged over four thicknesses spanning half a Fermi wavelength, which suppresses the oscillation caused by the discrete levels of a thin slab. The kinetic, electrostatic and exchange-correlation parts are, in $\mathrm{J/m^2}$,

$$
\sigma_J=-4.641+1.072+2.962=-0.607 .
$$

The kinetic energy falls when the electrons spread past the edge, and here the other two parts do not make up for it. Slabs up to twice as thick and a finer grid move the sum and each part by less than $0.001\ \mathrm{J/m^2}$.

The bulk pressure follows from $E=Ne(n)$ with $n=N/V$. Since $dn/dV=-N/V^2$,

$$
p=-\frac{dE}{dV}=-N\frac{de}{dn}\left(-\frac{N}{V^2}\right)=n^2\frac{de}{dn}.
$$

At aluminium's density this gives $p=72.4$ GPa. In the LDA the pressure vanishes only at $r_s=4.185$ bohr, the equilibrium density of jellium. At any higher density in the range considered here the electron gas would expand if its background could follow.

The rigid background is what holds it. Consider the electrons to the right of a plane deep in the bulk, with the surface further to the right. The gas on the left pushes them outward with force $p$ per area. In equilibrium the electrostatic force on them must be $-p$. The forces among these electrons cancel in pairs, and the neutral bulk on the left produces no field, so this force comes from the background to the right of the plane. By reaction, that background is pushed outward with $+p$.

Let $v(z)$ be the electrostatic energy of an electron. The electron has charge $-1$, so the electric field is $dv/dz$, and the force on the background is

$$
p=\int_{\rm bulk}^{\rm edge}\bar n\,\frac{dv}{dz}\,dz
=\bar n\,[v({\rm edge})-v({\rm bulk})].
$$

The potential energy must therefore rise by $p/\bar n=2.489$ eV between bulk and edge. The self-consistent slabs show a rise of $2.489$ eV when the bulk value is averaged over half a Fermi wavelength at the centre.

So the pressure is real. The case $r_s=3$ bohr, with $p=6.46$ GPa and $\sigma_J>0$, shows that its sign alone does not fix the sign of $\sigma_J$. What matters is how much energy the pressure delivers at the surface, compared with the surface energy that would remain without it.

## The correct statement

Let $\sigma_S$ be the surface energy after ions that cancel the bulk pressure have been restored and represented, for the electrons, by their average effect: a constant potential $D=-p/\bar n$ inside the background. Then, within this model,

$$
\boxed{\;\sigma_J=\sigma_S-p\,\ell\;}
$$

where $\ell>0$ is a length fixed by the number of electrons outside the background. For $p>0$, jellium has a negative surface energy if and only if $p\ell>\sigma_S$.

The proof has two parts. The first shows why $D$ has this value, and the second derives the relation between the surface energies.

## The potential left by ions that cancel the pressure

Restore the ions. Divide the bulk into neutral spheres of radius $r_0=z^{1/3}r_s$, each with one ion at its centre and $z$ electrons spread uniformly. Let the ion act on an electron through an empty-core pseudopotential, equal to $-z/r$ for $r>r_c$ and zero for $r<r_c$. The spheres are treated as not interacting, which is exact only for neutral spheres that do not overlap. Spheres of one atomic volume do overlap in a crystal, so this is an approximation: it yields the term $-0.9\,z/r_0$ below, where the fcc lattice sum gives $-0.896\,z/r_0$. The energy per electron then has three terms.

- The uniform electron gas contributes $e(\bar n)$.
- The electrostatic self-repulsion of a uniform sphere of charge $z$ is $\tfrac35z^2/r_0$, or $0.6\,z/r_0$ per electron.
- The attraction to the ion, per electron, is
$$
\frac1z\int_{r_c}^{r_0}\left(-\frac zr\right)\bar n\,4\pi r^2dr=-2\pi\bar n(r_0^2-r_c^2).
$$

Because $\bar n=3z/(4\pi r_0^3)$, we have $2\pi\bar nr_0^2=1.5\,z/r_0$. The sum is

$$
\varepsilon(\bar n)=e(\bar n)-0.9\,\frac{z}{r_0}+2\pi\bar n r_c^2 .
$$

Zero pressure means $\bar n\,d\varepsilon/d\bar n=0$ at fixed $r_c$. As $1/r_0\propto\bar n^{1/3}$, the second term acquires a factor $1/3$:

$$
\bar n\frac{de}{d\bar n}-0.3\,\frac z{r_0}+2\pi\bar nr_c^2=0. \tag{1}
$$

Now compare the potentials felt by an electron. The cell average of the ionic potential is

$$
\frac{3}{4\pi r_0^3}\int_{r_c}^{r_0}\left(-\frac zr\right)4\pi r^2dr
=-\frac{3z}{2r_0^3}(r_0^2-r_c^2)
=-1.5\,\frac z{r_0}+2\pi\bar nr_c^2 .
$$

Jellium has instead the potential of a uniform positive sphere, $-z(3-r^2/r_0^2)/(2r_0)$. The average of $r^2$ over the sphere is $\tfrac35r_0^2$, so the average potential is $-1.2\,z/r_0$. The difference is what jellium leaves out on average:

$$
D=-0.3\,\frac z{r_0}+2\pi\bar nr_c^2=-\bar n\frac{de}{d\bar n}=-\frac p{\bar n}, \tag{2}
$$

where the second equality is equation (1). For spherical cells the ion enters $D$ only through the requirement of zero pressure.

For aluminium's density that requirement gives $r_c=1.114$ bohr. With $r_c$ kept unrounded and $r_0=3^{1/3}\times2.07=2.985$ bohr,

$$
D=-0.3015+0.2100=-0.0915\ \text{hartree},
$$

or $-2.49$ eV. In this spherical-cell model the missing potential is attractive and holds electrons in. For a crystal the average measured from the vacuum depends on the face. With lattice planes a distance $d$ apart and the background ending $d/2$ beyond the last plane, a plane of point ions minus its layer of background gives $-2\pi\bar n(|x|-d/2)^2$ at distance $x$ from the plane, whose average is $-\pi\bar nd^2/6$; the cores add $2\pi\bar nr_c^2$ as before. For fcc at this density and the same $r_c$ the sum is $-1.75$ eV for (111), $+0.12$ eV for (100) and $+2.92$ eV for (110).

Jellium with $D$ added inside the background is called stabilized jellium. The constant $D$ does not cancel the pressure by itself, since a constant has no volume derivative. The cancellation comes from the density dependence of the two ion terms in $\varepsilon(\bar n)$, and $D$ is the spherical-cell average of the potential that these ions exert on an electron beyond that of jellium. Because the cells are taken not to interact, the lattice energy of the uniform electron distribution is the same per electron in the slab and in the bulk reference, so in this model it cancels from the surface energy. What remains is $D$ times the change in the number of electrons inside. In a real lattice the cancellation is not complete: separating fcc planes of these ions in a uniform electron distribution costs an electrostatic energy of $0.41\ \mathrm{J/m^2}$ for (111) and $1.80\ \mathrm{J/m^2}$ for (100), which the model leaves out together with the face dependence of the average potential.

## The relation between the surface energies

Switch the potential on with a factor $\lambda$ between 0 and 1. For a trial density $n(z)$, the added energy per area of the slab is

$$
\lambda D\int_{\rm inside}[n(z)-\bar n]\,dz=-2\lambda D\,S[n],
$$

where $S[n]$ is the number of electrons outside the background per area of one face. The slab is neutral, so the electrons missing inside are those found outside, and the factor 2 counts the faces. Dividing by 2 and inserting $D=-p/\bar n$ gives

$$
\sigma_\lambda=\min_n\left\{\sigma_J[n]+\lambda\frac p{\bar n}S[n]\right\},
\qquad \sigma_0=\sigma_J,\quad\sigma_1=\sigma_S .
$$

Let $S_\lambda$ belong to the minimizing density at $\lambda$. That density is a valid trial density at any other value $\lambda'$, so

$$
\sigma_{\lambda'}\le\sigma_\lambda+(\lambda'-\lambda)\frac p{\bar n}S_\lambda .
$$

Exchanging $\lambda$ and $\lambda'$ gives a second inequality. For $\lambda'>\lambda$ the two combine to

$$
(\lambda'-\lambda)\frac p{\bar n}S_{\lambda'}\le\sigma_{\lambda'}-\sigma_\lambda\le(\lambda'-\lambda)\frac p{\bar n}S_\lambda . \tag{3}
$$

Hence $(p/\bar n)S_\lambda$ never increases with $\lambda$. Divide the interval from 0 to 1 into $M$ equal steps and add (3) over them. The lower and upper sums differ by $(p/\bar n)(S_0-S_1)/M$, which vanishes as $M\to\infty$. Both sums enclose the integral of $(p/\bar n)S_\lambda$, so

$$
\sigma_S-\sigma_J=\frac p{\bar n}\int_0^1S_\lambda\,d\lambda=p\,\ell,
\qquad \ell=\frac1{\bar n}\int_0^1S_\lambda\,d\lambda .
$$

This is the boxed relation. Since some electrons are always outside a sharp edge, $\ell>0$, and the sign criterion follows. Taking $\lambda=0$ and $\lambda'=1$ in (3) also gives bounds that need only the two end points.

The product $p\ell$ has the form of work done by a gas at pressure $p$ moving its boundary by $\ell$. The spilled electrons, averaged over $\lambda$, would fill a layer of this thickness at bulk density.

## The numbers

The mean of $S_\lambda$, from self-consistent slabs at three Gauss points in $\lambda$, is $0.01075\ \mathrm{bohr^{-2}}$. Therefore

$$
\ell=\frac{0.01075}{0.02692}=0.399\ \text{bohr}=2.11\times10^{-11}\ \mathrm m,
$$

$$
p\ell=(72.4\times10^9\ \mathrm{Pa})(2.11\times10^{-11}\ \mathrm m)=1.53\ \mathrm{J/m^2}.
$$

The slab energy of stabilized jellium gives $\sigma_S=0.923\ \mathrm{J/m^2}$, and $0.923-1.53=-0.61\ \mathrm{J/m^2}$ recovers the negative value. The bounds from $S_1=0.00977$ and $S_0=0.01178\ \mathrm{bohr^{-2}}$ are $1.39$ and $1.68\ \mathrm{J/m^2}$. Even the lower one exceeds $\sigma_S$.

The same calculation at other densities gives:

| $r_s$ (bohr) | $p$ (GPa) | $\sigma_J$ (J/m²) | $\sigma_S$ (J/m²) |
|---:|---:|---:|---:|
| 2.07 | 72.4 | −0.607 | 0.923 |
| 2.39 | 30.4 | 0.000 | 0.684 |
| 3.00 | 6.46 | 0.224 | 0.385 |
| 5.00 | −0.36 | 0.098 | 0.087 |

The sign changes at $r_s=2.39$ bohr for this functional, where $p\ell=\sigma_S$. The second row belongs to the unrounded root, slightly below 2.39 bohr; at exactly 2.39 bohr the pressure is 30.15 GPa. The root is fixed to about 0.001 bohr, which leaves the pressure in that row uncertain by about 0.1 GPa. Between the first and third rows the pressure falls by a factor of 11, while $\sigma_S$ falls by a factor of 2.4. The length $\ell=(\sigma_S-\sigma_J)/p$ changes little, from 0.40 to 0.47 bohr. The work of expansion thus drops below $\sigma_S$ long before the pressure reaches zero. In the last row the pressure is negative, and removing it lowers the surface energy.

## What the result covers

The negative sign rules out jellium at aluminium's density as a model of cleavage energy. It does not by itself condemn every other surface property. The work function is 3.77 eV in jellium and 4.25 eV in stabilized jellium, a difference of 11% relative to the latter. Thicker slabs raise the second value by about 0.003 eV, from 4.254 to 4.257 eV, so its last digit and that of the difference 0.48 eV used below are uncertain by one unit. The work function is $W=\Delta v-\bar\mu-\lambda D$, where $\Delta v=v({\rm vacuum})-v({\rm bulk})$ is the electrostatic barrier and $\bar\mu$, the Fermi kinetic energy plus the exchange-correlation potential at density $\bar n$, is the same in both models. The potential $D$ deepens the interior by 2.49 eV while $W$ rises by only $4.25-3.77=0.48$ eV, so the barrier falls by $2.49-0.48\approx2.0$ eV from 6.05 to 4.05 eV. The barrier is $4\pi S$ times the mean distance between the spilled electrons and the deficit they leave inside. It falls by a third while $S$ falls by only 17%, so this distance shrinks as well.

The relation $\sigma_J=\sigma_S-p\ell$ holds for a sharp, rigid background and for one energy functional used throughout. The value of $\sigma_S$ depends on representing the ions that cancel the pressure by a constant potential. Stabilized jellium still omits the variation of the ionic potential within a cell, the electrostatic cost of cleaving the ion lattice, the difference between crystal faces and the relaxation of the ions. Its $0.92\ \mathrm{J/m^2}$ is therefore a model value for a flat, structureless face, not a prediction for a particular surface of aluminium.
